# Built-in-field enhancement of ionised donor diffusion: derivation, limits and profiles, part 1

(Sections cited here and not found follow in the second part.)

## First half: the flux law and its limits

### Result

Singly ionised donors of concentration $N(x,t)$ diffuse in a semiconductor whose intrinsic carrier density at the process temperature is $n_i$. Their bare diffusivity, the one they would have without an electric field, is $D$. The field that the doping gradient itself creates changes the donor flux to

$$
J=-D\,h(N)\,\frac{\partial N}{\partial x},\qquad
h(N)=1+\frac{N}{\sqrt{N^2+4n_i^2}} .
$$

Conservation of donors then gives the equation to implement:

$$
\frac{\partial N}{\partial t}
=\frac{\partial}{\partial x}\left[D\,h(N)\,\frac{\partial N}{\partial x}\right].
$$

The factor $h$ rises from 1 at low doping towards 2 at high doping. In this model it stays below 2 at every finite $N$, so two is a limit and not a value reached.

The model assumes one dimension, full ionisation, no other dopant, Boltzmann statistics for electrons and holes, local charge neutrality, no net electric current, and a $D$ that does not depend on $N$. Most of these assumptions are examined below, and several of them matter at high doping.

The elementary charge is $q>0$, $x$ increases into the crystal, $E$ is the electric field along $x$, $\psi$ is the electrostatic potential with $E=-d\psi/dx$, and $T$ is the process temperature. All fluxes are particle fluxes. A prime on a concentration or potential means $d/dx$.

### Diffusion and drift of the donors

Let a donor hop between crystal planes a distance $a$ apart. Without a field it hops at rate $\Gamma$ to each side. A field $E$ lowers the energy of a positive donor by $qEa$ for each hop in the $+x$ direction. In thermal equilibrium the hops between two neighbouring planes must balance, so the forward and backward rates have the ratio $e^{u}$ with $u=qEa/kT$. Sharing the bias equally between the two directions gives the rates $\Gamma e^{u/2}$ and $\Gamma e^{-u/2}$.

A plane at $x$ holds $aN(x)$ donors per unit area. The net flux between it and the next plane is

$$
J=\Gamma a\left[N(x)e^{u/2}-N(x+a)e^{-u/2}\right].
$$

For small $u$ and a concentration that varies little over one hop, $e^{\pm u/2}\approx1\pm u/2$ and $N(x+a)\approx N+aN'$. Keeping first-order terms,

$$
J\approx\Gamma a\left[N+\tfrac{u}{2}N-N-aN'+\tfrac{u}{2}N\right]
=-\Gamma a^2N'+\Gamma a\,uN .
$$

With $D=\Gamma a^2$ and $u=qEa/kT$ this becomes

$$
J=-D\,N'+\frac{qD}{kT}\,N E. \tag{1}
$$

The same $D$ stands in both terms. This is the Einstein relation, and it removes the donor mobility from the problem. A numerical test followed a donor on a chain of 301 sites with $u=0.05$ up to $\Gamma t=100$. The mean displacement divided by half the variance, in units of the hop length, agreed with $u$ to within one part in a thousand.

### The field set up by the electrons

Electrons carry charge $-q$, so their drift term has the opposite sign:

$$
J_n=-D_n n'-\frac{qD_n}{kT}\,nE, \tag{2}
$$

where $n$ is the electron density and $D_n$ the electron diffusivity. Electrons tend to spread from the heavily doped region into the lightly doped one. They leave positive donors behind, and the resulting field pulls them back. When diffusion and drift balance, $J_n=0$ and

$$
E=-\frac{kT}{q}\,\frac{n'}{n}=-\frac{kT}{q}\,\frac{d\ln n}{dx}. \tag{3}
$$

If doping falls with depth, $n'<0$ and $E>0$. The field points into the crystal and pushes positive donors the same way as their concentration gradient does. This is why the field speeds up their diffusion. It is an internal field and needs no applied voltage.

Inserting (3) in (1) gives

$$
J=-D\left[N'+N\frac{n'}{n}\right]
=-\frac{D}{n}\,\frac{d(Nn)}{dx}. \tag{4}
$$

The second form follows from the product rule, $(Nn)'=nN'+Nn'$. If $n$ is a function of $N$ alone, then $n'=(dn/dN)N'$, and comparison with $J=-DhN'$ yields

$$
h=1+\frac{N}{n}\frac{dn}{dN}=\frac{d\ln(Nn)}{d\ln N}. \tag{5}
$$

The temperature has cancelled from the prefactor. A hotter crystal has a larger thermal voltage $kT/q$ and hence a larger field for the same logarithmic gradient, but the donor mobility $qD/kT$ is smaller by the same factor when $D$ is held fixed. Temperature still enters through $n_i$ and $D$.

### Neutrality and the closed formula

Let $p$ be the hole density. Boltzmann statistics in equilibrium give $np=n_i^2$. Neutrality requires the positive charges, donors and holes, to balance the electrons:

$$
n-p=N. \tag{6}
$$

Replacing $p$ by $n_i^2/n$ and multiplying by $n$ gives $n^2-Nn-n_i^2=0$. The two roots have the negative product $-n_i^2$, so one is negative and must be rejected. The other is

$$
n=\frac{N+\sqrt{N^2+4n_i^2}}{2}. \tag{7}
$$

For the derivative, differentiate $n-n_i^2/n=N$ with respect to $N$:

$$
\left(1+\frac{n_i^2}{n^2}\right)\frac{dn}{dN}=1 .
$$

Since $n_i^2/n^2=p/n$, this means

$$
\frac{dn}{dN}=\frac{n}{n+p}. \tag{8}
$$

The sum $n+p$ follows from the difference and the product:

$$
(n+p)^2=(n-p)^2+4np=N^2+4n_i^2. \tag{9}
$$

Putting (8) and (9) in (5) gives the stated result,

$$
h=1+\frac{N}{n+p}=1+\frac{N}{\sqrt{N^2+4n_i^2}} .
$$

Because $N=n-p$, it can also be written as

$$
h=\frac{(n+p)+(n-p)}{n+p}=\frac{2n}{n+p}. \tag{10}
$$

Equation (10) shows the upper limit directly. In this model $p$ is positive at every finite doping, so $h<2$. It also shows the mechanism. With few holes, nearly every donor is balanced by one electron, and $Nn\approx N^2$. The logarithmic derivative in (5) is then close to 2. With many thermally generated carriers, $n$ stays close to $n_i$, so its relative change is small, the field is weak, and $h$ is close to 1.

A test solved the neutrality condition numerically at six dopings from $0.01\,n_i$ to $30\,n_i$ and differentiated $\ln(Nn)$ by finite differences. The values of $h$ agreed with the closed formula to within $10^{-5}$.

### Limiting cases and inversion

For $N\ll n_i$ the square root is close to $2n_i$, so to leading order

$$
h\approx1+\frac{N}{2n_i}. \tag{11}
$$

For $N\gg n_i$, take $N$ out of the root and use $(1+z)^{-1/2}\approx1-z/2+3z^2/8$ with $z=4n_i^2/N^2$:

$$
h\approx2-2\left(\frac{n_i}{N}\right)^2+6\left(\frac{n_i}{N}\right)^4. \tag{12}
$$

At $N=30\,n_i$ this predicts $(2-h)(N/n_i)^2\approx2-6/900=1.993$, and the numerical neutrality roots give the same value to the digits shown.

To find the doping at which $h$ has a chosen value, put $s=h-1$. Squaring $N=s\sqrt{N^2+4n_i^2}$ gives $N^2(1-s^2)=4s^2n_i^2$, hence

$$
\frac{N}{n_i}=\frac{2s}{\sqrt{1-s^2}},\qquad 0\le s<1. \tag{13}
$$

Half of the possible increase, $h=1.5$, needs $N=1.155\,n_i$. A value of 1.9 needs $N=4.13\,n_i$. Doping is therefore high or low by comparison with $n_i$ at the process temperature, not at room temperature.

### How good is the zero-current balance?

The donors carry a small positive current, and the carriers must cancel it. Suppose the electrons do this alone, so that $J_n=J$ instead of zero. Equation (2) then gives

$$
\frac{qE}{kT}=-\frac{n'}{n}-\frac{J}{D_n n}.
$$

The second term divided by the first is $J/(D_n n')$. To leading order $J=-DhN'$, while (8) gives $N'/n'=(n+p)/n$ and (10) gives $h=2n/(n+p)$. Their product is 2, so the ratio is $-2D/D_n$. The field is smaller than (3) by the relative amount $2D/D_n$. The example in the second half has $D/D_n\approx2\times10^{-15}$, and this correction can be dropped.

### How good is neutrality?

A field that varies in space requires some net charge, so (6) cannot hold strictly. Define $\varphi=q\psi/kT$, with its zero chosen where $n=p$. In equilibrium $n=n_ie^{\varphi}$ and $p=n_ie^{-\varphi}$. Poisson's equation for permittivity $\varepsilon$, $\varepsilon\psi''=-q(N+p-n)$, becomes

$$
\varphi''=\frac{1}{\lambda_i^2}\left(\sinh\varphi-\frac{N}{2n_i}\right),\qquad
\lambda_i^2=\frac{\varepsilon kT}{2q^2n_i}. \tag{14}
$$

Neutrality is the approximation $\sinh\varphi_0=N/(2n_i)$. Write $\varphi=\varphi_0+\delta$ and expand to first order in $\delta$, using $\varphi_0''$ on the left:

$$
\delta\approx\frac{\lambda_i^2}{\cosh\varphi_0}\,\varphi_0''
=\frac{\varepsilon kT}{q^2(n+p)}\,\varphi_0'' . \tag{15}
$$

The prefactor is the square of the local screening length. If a profile of fixed shape has width $w$, then $\varphi_0''$ scales as $1/w^2$. The error in $h$, which is $N\delta'/N'$, has the same scaling.

The full equation (14) was solved for $N=\tfrac12N_0[1-\tanh(x/w)]$ with $N_0=10\,n_i$ and $\lambda_i=1.88$ nm. Over $|x|<2w$ the largest absolute error in $h$ was 0.0046 for $w=30$ nm and 0.0012 for $w=60$ nm. Doubling the width reduced the error by a factor of 3.9, close to the expected factor of four.

The formula should not be used for a doping step a few screening lengths wide, nor within a few screening lengths of a charged surface or interface. Surface charge is not part of this model.

### Why another dopant matters

Let a uniform density $A$ of ionised acceptors be present, and suppose that they do not move. Neutrality becomes $n-p=N-A$. Equation (8) is unchanged because $A$ is constant, while (9) becomes $(n+p)^2=(N-A)^2+4n_i^2$. Therefore

$$
h=1+\frac{N}{\sqrt{(N-A)^2+4n_i^2}}. \tag{16}
$$

The numerator contains all the donors, because all of them feel the field. The root contains the net doping, which fixes the carrier density. To find the maximum, minimise the squared root divided by $N^2$. With $y=1/N$ this quantity is

$$
1-2Ay+(A^2+4n_i^2)y^2 .
$$

Its minimum lies at $y=A/(A^2+4n_i^2)$ and equals $4n_i^2/(A^2+4n_i^2)$. Hence

$$
h_{\max}=1+\sqrt{1+\frac{A^2}{4n_i^2}}. \tag{17}
$$

For $A>0$ this exceeds 2. With $A=5\,n_i$ it is 3.69, reached at $N=5.8\,n_i$, and the numerical neutrality roots confirm the value. The reason is that compensation removes carriers where $N$ is close to $A$. A small change in $N$ then changes $\ln n$ strongly and produces a large field. A background with $A\ll n_i$ has little effect. If $A$ is comparable with $n_i$ or larger, (16) should replace the simple formula, and acceptors that also move need their own flux equation.

## Second half: profiles, a worked case and neglected effects

### Symbols and results carried over

The donor concentration is $N$, the bare donor diffusivity $D$, and the intrinsic density at the process temperature $n_i$. The electron and hole densities are $n$ and $p$, and $\varphi$ is the electrostatic potential in units of $kT/q$. For neutral material with donors alone and Boltzmann carriers,

$$
J=-Dh\frac{\partial N}{\partial x},\qquad
h=1+\frac{N}{\sqrt{N^2+4n_i^2}}=\frac{2n}{n+p},\qquad
\sinh\varphi=\frac{N}{2n_i}.
$$

### Profile for a constant surface concentration

Let the crystal be free of donors at $t=0$, and hold its surface at $N=N_0$ afterwards. With constant $D$ the problem contains no length except $\sqrt{Dt}$. The solution therefore has the form

$$
N(x,t)=N_0f(\xi),\qquad \xi=\frac{x}{2\sqrt{Dt}} .
$$

Since $\partial\xi/\partial t=-\xi/(2t)$ and $\partial\xi/\partial x=1/(2\sqrt{Dt})$, the two sides of the diffusion equation are

$$
\frac{\partial N}{\partial t}=-\frac{N_0\xi}{2t}\frac{df}{d\xi},\qquad
\frac{\partial}{\partial x}\left(Dh\frac{\partial N}{\partial x}\right)
=\frac{N_0}{4t}\frac{d}{d\xi}\left(h\frac{df}{d\xi}\right).
$$

Equating them and multiplying by $4t/N_0$ gives

$$
\frac{d}{d\xi}\left(h\frac{df}{d\xi}\right)+2\xi\frac{df}{d\xi}=0,
\qquad f(0)=1,\quad f(\infty)=0. \tag{18}
$$

The shape depends on the single ratio $N_0/n_i$. Every depth grows as $\sqrt t$, with or without the field.

For a numerical solution define $g=h\,df/d\xi$. Then $df/d\xi=g/h$ and $dg/d\xi=-2\xi g/h$. Start from $f(0)=1$ and adjust $g(0)$ until $f$ vanishes at large $\xi$.

The dose, the number of donors per unit area, follows from the same equation. Integrating by parts, with $\xi f$ zero at both ends, and then using (18),

$$
\int_0^\infty f\,d\xi=-\int_0^\infty\xi\frac{df}{d\xi}\,d\xi
=\frac12\int_0^\infty\frac{dg}{d\xi}\,d\xi=-\frac{g(0)}{2}.
$$

Since $dx=2\sqrt{Dt}\,d\xi$,

$$
Q=\int_0^\infty N\,dx=N_0\sqrt{Dt}\,|g(0)|. \tag{19}
$$

Without the field, $h=1$ and (18) gives $df/d\xi\propto e^{-\xi^2}$. The boundary conditions then give $f=\operatorname{erfc}\xi$ and $|g(0)|=2/\sqrt\pi$.

### Worked case

The example is a one-hour anneal at 1273 K in the regime of phosphorus in silicon. The rough inputs are $n_i=10^{19}$ cm$^{-3}$ and $D=10^{-14}$ cm$^2$/s, and the surface is held at $N_0=10^{20}$ cm$^{-3}$. The diffusion length is

$$
\sqrt{Dt}=\sqrt{10^{-14}\times3600}\ \text{cm}=6.0\times10^{-6}\ \text{cm}=60\ \text{nm}.
$$

At the surface $N/n_i=10$, so

$$
h=1+\frac{10}{\sqrt{104}}=1.98 .
$$

At $10^{19}$ cm$^{-3}$ it is 1.45, and at $10^{18}$ cm$^{-3}$ it is 1.05. The enhancement thus varies strongly within one profile.

The solution of (18) has $|g(0)|=1.556$. The dose is

$$
Q=10^{20}\times6.0\times10^{-6}\times1.556\approx9.3\times10^{14}\ \text{cm}^{-2}.
$$

Without the field it would be $6.8\times10^{14}$ cm$^{-2}$. With $D$, $N_0$ and $t$ held fixed, the field raises the dose by a factor of 1.38. The depths under the same conditions are:

| $N$ (cm$^{-3}$) | Field (nm) | No field (nm) | Ratio |
|---:|---:|---:|---:|
| $5\times10^{19}$ | 81.7 | 57.2 | 1.43 |
| $10^{18}$ | 266 | 219 | 1.22 |
| $10^{17}$ | 320 | 279 | 1.15 |

These numbers were tested against a time-dependent calculation on a 1 nm grid. It used the drift and diffusion terms separately, with $\varphi$ from neutrality, and did not use the formula for $h$. All three depths and the dose agreed to within 0.5%. With the field switched off, the same calculation reproduced the three depths and the dose of the complementary error function to within 0.5%.

This part has derived the field-enhanced donor flux, examined several of its assumptions, and computed the profile and dose for a one-hour anneal with a constant surface concentration. What remains is to interpret that profile, implement the equation numerically, and examine Fermi statistics, Coulomb correlation, incomplete ionisation and charged point defects.
